# Smoluchowski's temperature-jump length from the energy balance at a wall: a program that tests the result

```python
# Result under test: Smoluchowski's temperature-jump length
#   zeta = (2-a)/a * 2g/(g+1) * lam/Pr,   T_gas(extrapolated) - T_wall = zeta*dT/dy
# a   : energy accommodation coefficient      g  : heat-capacity ratio cp/cv
# lam : mean free path defined by viscosity = density*mean_speed*lam/2
# Pr  : Prandtl number = viscosity*cp/conductivity
# The formula assumes that the bulk distribution of incident molecules reaches
# the wall. A linearized BGK solution without that assumption measures the error.
import numpy as np
from scipy import constants as const
from scipy.special import roots_genlaguerre


def jump_length(a, g, lam, Pr):
    return (2 - a) / a * 2 * g / (g + 1) * lam / Pr


def heat_ratio(dof):
    """Heat-capacity ratio with dof classical internal degrees of freedom."""
    return (5 + dof) / (3 + dof)


def half_range_nodes(count, cmax=6.0):
    """Nodes c > 0 and weights for the Gaussian exp(-c^2)/sqrt(pi)."""
    x, w = np.polynomial.legendre.leggauss(count)
    c = cmax * (x + 1) / 2
    return c, w * cmax / 2 * np.exp(-c**2) / np.sqrt(np.pi)


def wall_balance(a, dof, tau_stress, tau_trans, tau_int, slope=0.01):
    """Energy balance at the wall by quadrature; units m = n = k*T_gas = 1.
    Three relaxation times give a gas of adjustable Prandtl number."""
    c, wc = half_range_nodes(60)
    et, wt = np.polynomial.laguerre.laggauss(8)
    if dof > 0:
        ei, wi = roots_genlaguerre(8, dof / 2 - 1)
        wi = wi / wi.sum()
    else:
        ei, wi = np.array([0.0]), np.array([1.0])
    C, ET, EI = np.meshgrid(c, et, ei, indexing="ij")
    W = wc[:, None, None] * wt[None, :, None] * wi[None, None, :]
    vy = np.sqrt(2) * C
    energy = C**2 + ET + EI
    shape = tau_trans * (C**2 + ET - 2.5) + tau_int * (EI - dof / 2)
    f_out = W * (1 - vy * slope * shape)     # molecules with vy > 0
    f_in = W * (1 + vy * slope * shape)      # molecules with vy < 0
    number_in = np.sum(vy * f_in)
    energy_in = np.sum(vy * energy * f_in)
    heat_to_wall = energy_in - np.sum(vy * energy * f_out)
    mean_emitted = np.sum(vy * energy * W) / np.sum(vy * W)
    # heat_to_wall = a*(energy_in - number_in*mean_emitted*T_wall)
    T_wall = (energy_in - heat_to_wall / a) / (number_in * mean_emitted)
    viscosity = tau_stress * 2 * np.sum(W * ET * vy**2)
    conductivity = heat_to_wall / slope
    Pr = viscosity * (5 + dof) / 2 / conductivity
    lam = 2 * viscosity / np.sqrt(8 / np.pi)
    share = (energy_in - number_in * mean_emitted) / heat_to_wall
    return (1 - T_wall) / slope, lam, Pr, share, mean_emitted, number_in


worst_balance = 0.0
prandtl_seen = []
for dof in (0, 2, 3):
    for a in (0.2, 0.7, 1.0):
        for taus in ((1.0, 1.0, 1.0), (1.0, 1.5, 1.2), (0.8, 1.3, 0.6)):
            z, lam_q, Pr_q, share, e_emit, flux_in = wall_balance(a, dof, *taus)
            g = heat_ratio(dof)
            error = abs(z / jump_length(a, g, lam_q, Pr_q) - 1)
            worst_balance = max(worst_balance, error)
            prandtl_seen.append(Pr_q)
            assert abs(share - 0.5) < 1e-8
            assert abs(e_emit - (g + 1) / (2 * (g - 1))) < 1e-8
            assert abs(flux_in - np.sqrt(8 / np.pi) / 4) < 1e-8
assert worst_balance < 1e-7
assert max(prandtl_seen) - min(prandtl_seen) > 0.2


def bgk_effective_length(L, a, dof, count=60):
    """Temperature difference of two plates divided by the slope that would
    carry the same heat in the bulk; equals L + 2*zeta for a wide gap.
    Units: length sqrt(2kT/m)*tau, relaxation time tau. Pr = 1.
    Even and odd parts in velocity give a symmetric eigenproblem for the
    exponential modes in space."""
    c1, w = half_range_nodes(count)
    root = np.sqrt(2 * w)
    s = 1 + dof / 2                         # variance of the remaining energy
    one = np.concatenate([root, 0 * root])
    therm = np.concatenate([root * (c1**2 - 0.5), root * np.sqrt(s)])
    c = np.concatenate([c1, c1])
    Q, _ = np.linalg.qr(np.column_stack([one, therm]))
    A = (np.eye(2 * count) - Q @ Q.T) / np.outer(c, c)
    k2, X = np.linalg.eigh((A + A.T) / 2)
    assert abs(k2[1]) < 1e-6 and k2[2] > 1e-3   # two conserved quantities
    kappa, X = np.sqrt(k2[2:]), X[:, 2:]
    even, odd = X / c[:, None], X * kappa
    far = np.exp(-kappa * L)
    leaving = (even + odd) - far * (even - odd)
    arriving = (even - odd) - far * (even + odd)
    phi = therm - one                       # constant-pressure disturbance
    lin_leaving = -(L / 2 + c) * phi
    lin_arriving = -(L / 2 - c) * phi
    matrix = np.column_stack([leaving - (1 - a) * arriving,
                              lin_leaving - (1 - a) * lin_arriving, -a * one])
    scale = np.linalg.norm(matrix, axis=0)
    answer = np.linalg.solve(matrix / scale, -0.5 * a * therm) / scale
    return 1 / answer[-2]


lam_bgk = np.sqrt(np.pi) / 2                # viscosity-based path, same units
WIDE = 200.0


def knudsen_ratio(a, dof, L=WIDE, count=60):
    """BGK jump length divided by the Smoluchowski formula."""
    z = (bgk_effective_length(L, a, dof, count) - L) / 2
    return z / jump_length(a, heat_ratio(dof), lam_bgk, 1.0)


ratio_mono = knudsen_ratio(1.0, 0)
ratio_di = knudsen_ratio(1.0, 2)
ratio_weak = knudsen_ratio(0.01, 0)
ratio_weak2 = knudsen_ratio(0.02, 0)
assert abs(knudsen_ratio(1.0, 0, count=40) - ratio_mono) < 5e-4
assert abs(knudsen_ratio(1.0, 0, L=100.0) - ratio_mono) < 1e-4
assert abs(ratio_weak - 1) < 0.004          # formula exact for weak exchange
assert abs((ratio_weak2 - 1) / (ratio_weak - 1) - 2) < 0.2


def flux_ratio(gap_in_lam, a, dof):
    """Heat flux of the jump formula divided by the BGK flux."""
    L = gap_in_lam * lam_bgk
    z = jump_length(a, heat_ratio(dof), lam_bgk, 1.0)
    return bgk_effective_length(L, a, dof) / (L + 2 * z)


thin_ratios = [flux_ratio(0.001, a, dof) for a in (0.5, 1.0) for dof in (0, 2)]
assert max(abs(r - 1) for r in thin_ratios) < 5e-3
gap_list = (0.1, 1.0, 3.0, 10.0, 30.0)
gap_ratios = [flux_ratio(x, 1.0, 0) for x in gap_list]
assert max(abs(r - 1) for r in gap_ratios) < 0.12

# Worked example: nitrogen between a heated pedestal and a lifted wafer
T_hot, T_cold = 500.0, 480.0                # K
pressure_torr, gap = 1.0, 2.0e-3            # Torr, m
mass = 28.0 * const.atomic_mass             # kg
visc, Pr, a = 2.5e-5, 0.70, 0.80            # rough typical values
g = heat_ratio(2)
T = (T_hot + T_cold) / 2
dT = T_hot - T_cold
p = pressure_torr * const.torr
rho = p * mass / (const.k * T)
speed = np.sqrt(8 * const.k * T / (np.pi * mass))
lam = 2 * visc / (rho * speed)
cp = g / (g - 1) * const.k / mass
K = visc * cp / Pr
zeta = jump_length(a, g, lam, Pr)
slope = dT / (gap + 2 * zeta)
flux = K * slope
flux_no_jump = K * dT / gap
one_way = p / np.sqrt(2 * np.pi * mass * const.k * T)
energy_rate = one_way * const.k * (g + 1) / (2 * (g - 1))
flux_free = a / (2 - a) * energy_rate * dT
# the wall balance must close with the dimensional numbers of the example
incident_excess = energy_rate * zeta * slope + flux / 2
assert abs(a * incident_excess / flux - 1) < 1e-10
assert abs(K * dT / (2 * zeta) / flux_free - 1) < 1e-10


def flux_with(z):
    return K * dT / (gap + 2 * z)


ratio_example = knudsen_ratio(a, 2)
flux_layer = flux_with(zeta * ratio_example)
flux_low = flux_with(jump_length(0.6, g, lam, Pr))
flux_high = flux_with(jump_length(1.0, g, lam, Pr))
visc_power = 0.7                            # rough: viscosity ~ T**0.7
lam_spread = (T_hot / T_cold) ** (visc_power + 0.5) - 1
theta_vib = 3400.0                          # K, rough vibrational temperature
u = theta_vib / T
c_vib = u**2 * np.exp(u) / np.expm1(u) ** 2
g_vib = (3.5 + c_vib) / (2.5 + c_vib)
factor_change = (g_vib / (g_vib + 1)) / (g / (g + 1)) - 1
rayleigh = const.g * dT / T * gap**3 * rho**2 * cp / (visc * K)
flux_black = const.sigma * (T_hot**4 - T_cold**4)

print(f"Worst relative error, wall balance by quadrature: {worst_balance:.1e}")
print(f"Range of Pr in that test: {min(prandtl_seen):.3f} to {max(prandtl_seen):.3f}")
print("BGK jump length / formula (Knudsen-layer effect):")
print(f"  monatomic, a=1: {ratio_mono:.4f}")
print(f"  diatomic, a=1: {ratio_di:.4f}")
print(f"  monatomic, a=0.02: {ratio_weak2:.5f}")
print(f"  monatomic, a=0.01: {ratio_weak:.5f}")
print("Heat flux, jump formula / BGK, monatomic, a=1:")
for x, r in zip(gap_list, gap_ratios):
    print(f"  gap = {x:g} mean free paths: {r:.4f}")
print(f"Largest deviation at gap = 0.001 paths: {max(abs(r-1) for r in thin_ratios):.1e}")
print("EXAMPLE: nitrogen, pedestal to lifted wafer")
print(f"Pedestal, wafer, mean temperature: {T_hot:.0f}, {T_cold:.0f}, {T:.0f} K")
print(f"Pressure: {pressure_torr:.1f} Torr = {p:.2f} Pa; gap: {gap*1e3:.1f} mm")
print(f"Molecular mass: {mass/const.atomic_mass:.1f} u = {mass:.4e} kg")
print(f"Viscosity (rough input): {visc:.2e} Pa s")
print(f"Pr (rough input): {Pr:.2f}; a (rough input): {a:.2f}; g: {g:.3f}")
print(f"Density: {rho:.3e} kg/m3; mean speed: {speed:.1f} m/s")
print(f"Heat capacity cp: {cp:.1f} J/(kg K); conductivity: {K:.4f} W/(m K)")
print(f"Mean free path: {lam*1e6:.1f} um; Knudsen number: {lam/gap:.4f}")
print(f"Factors (2-a)/a, 2g/(g+1), 1/Pr: {(2-a)/a:.4f}, {2*g/(g+1):.4f}, {1/Pr:.4f}")
print(f"Jump length: {zeta*1e6:.1f} um = {zeta/lam:.3f} mean free paths")
for aa in (1.0, 0.5, 0.2):
    print(f"  jump length for a={aa:.1f}: {jump_length(aa, g, lam, Pr)*1e6:.1f} um")
print(f"Gas temperature slope: {slope*1e-3:.3f} K/mm; jump per wall: {zeta*slope:.3f} K")
print(f"Extrapolated gas temperatures at pedestal, wafer: "
      f"{T_hot-zeta*slope:.2f}, {T_cold+zeta*slope:.2f} K")
print(f"Gas heat flux with jumps: {flux:.1f} W/m2; without: {flux_no_jump:.1f} W/m2")
print(f"Reduction of flux by the jumps: {100*(1-flux/flux_no_jump):.1f} %")
print(f"Collisionless flux, same pressure and walls: {flux_free:.1f} W/m2")
print("NEGLECTED EFFECTS AND UNCERTAINTY")
print(f"Knudsen layer, BGK diatomic, a={a:.1f}: jump length x {ratio_example:.4f}")
print(f"  gas flux with that factor: {flux_layer:.1f} W/m2 ({100*(flux_layer/flux-1):.1f} %)")
print(f"Gas flux if a=0.6: {flux_low:.1f} W/m2; if a=1: {flux_high:.1f} W/m2")
print(f"Mean free path, hot wall over cold wall: +{100*lam_spread:.1f} %")
print(f"Vibrational heat capacity: {c_vib:.4f} k per molecule")
print(f"  change of 2g/(g+1) by vibration: {100*factor_change:.2f} %")
print(f"Rayleigh number (buoyancy): {rayleigh:.1e}")
print(f"Relative temperature change per mean free path: {lam*slope/T:.1e}")
print(f"Radiation between black plates (upper bound): {flux_black:.1f} W/m2")
print(f"  ratio to gas flux: {flux_black/flux:.2f}")
print("no test failed")
```

Printed output:

```
Worst relative error, wall balance by quadrature: 5.7e-14
Range of Pr in that test: 0.615 to 1.000
BGK jump length / formula (Knudsen-layer effect):
  monatomic, a=1: 1.1760
  diatomic, a=1: 1.1760
  monatomic, a=0.02: 1.00385
  monatomic, a=0.01: 1.00193
Heat flux, jump formula / BGK, monatomic, a=1:
  gap = 0.1 mean free paths: 1.0211
  gap = 1 mean free paths: 1.0737
  gap = 3 mean free paths: 1.0693
  gap = 10 mean free paths: 1.0349
  gap = 30 mean free paths: 1.0135
Largest deviation at gap = 0.001 paths: 2.9e-04
EXAMPLE: nitrogen, pedestal to lifted wafer
Pedestal, wafer, mean temperature: 500, 480, 490 K
Pressure: 1.0 Torr = 133.32 Pa; gap: 2.0 mm
Molecular mass: 28.0 u = 4.6495e-26 kg
Viscosity (rough input): 2.50e-05 Pa s
Pr (rough input): 0.70; a (rough input): 0.80; g: 1.400
Density: 9.163e-04 kg/m3; mean speed: 608.7 m/s
Heat capacity cp: 1039.3 J/(kg K); conductivity: 0.0371 W/(m K)
Mean free path: 89.6 um; Knudsen number: 0.0448
Factors (2-a)/a, 2g/(g+1), 1/Pr: 1.5000, 1.1667, 1.4286
Jump length: 224.1 um = 2.500 mean free paths
  jump length for a=1.0: 149.4 um
  jump length for a=0.5: 448.2 um
  jump length for a=0.2: 1344.7 um
Gas temperature slope: 8.169 K/mm; jump per wall: 1.831 K
Extrapolated gas temperatures at pedestal, wafer: 498.17, 481.83 K
Gas heat flux with jumps: 303.2 W/m2; without: 371.2 W/m2
Reduction of flux by the jumps: 18.3 %
Collisionless flux, same pressure and walls: 1656.2 W/m2
NEGLECTED EFFECTS AND UNCERTAINTY
Knudsen layer, BGK diatomic, a=0.8: jump length x 1.1432
  gas flux with that factor: 295.5 W/m2 (-2.6 %)
Gas flux if a=0.6: 275.2 W/m2; if a=1: 322.9 W/m2
Mean free path, hot wall over cold wall: +5.0 %
Vibrational heat capacity: 0.0468 k per molecule
  change of 2g/(g+1) by vibration: -0.22 %
Rayleigh number (buoyancy): 3.0e-06
Relative temperature change per mean free path: 1.5e-03
Radiation between black plates (upper bound): 533.9 W/m2
  ratio to gas flux: 1.76
no test failed
```
